# Why a 0.10 eV step-edge barrier cuts descent to about 2 percent

**Question**

I am stuck on an exercise about growth on a stepped crystal surface. An adatom hops on a flat terrace over a barrier $E_t$. At a descending step it meets an additional barrier $E_S=0.10$ eV, the Ehrlich-Schwoebel barrier. I have to show that at 300 K the descent rate is about 2 percent of the terrace hop rate.

I took $E_t=0.12$ eV, roughly right for silver on Ag(111), so the whole barrier at the edge is 0.22 eV. The Boltzmann factor for 0.22 eV is about $2\times10^{-4}$, which is 0.02 percent, a hundred times too small. Which energy belongs in the exponent? And why may I assume that the factor in front of the exponential is the same for both jumps, when the two barriers have different shapes? Finally, an atom on the terrace can hop in several directions. Does that change the 2 percent?

**Answer**

Your factor $2\times10^{-4}$ compares the descent rate with the attempt frequency, that is, with how often the atom vibrates in its site. The exercise compares it with the terrace hop rate, which is itself reduced by a Boltzmann factor. Dividing the two rates removes $E_t$. To see what happens to the prefactors, it helps to derive the rate of a single jump first.

**The rate of one jump**

Consider a row of adsorption sites running towards the step. Let $x$ be the position of the adatom, $m$ its mass and $V(x)$ its potential energy, with $V=0$ at the bottom of a site. A jump takes the atom over a saddle at $x_s$, where $V(x_s)=E$. I make three assumptions:

- the motion is classical;
- the atom is in thermal equilibrium within its site before it jumps;
- an atom that crosses the saddle outwards settles in the next site, without turning straight back.

In equilibrium the probability density of the position is

$$p(x)=\frac{e^{-V(x)/k_BT}}{Z},\qquad Z=\int_{\text{site}}e^{-V(x)/k_BT}\,dx .$$

The velocity is independent of the position and has the Maxwell distribution

$$f(v)=\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}.$$

During a short time $dt$, an atom with outward velocity $v>0$ crosses the saddle if it starts within a distance $v\,dt$ of it. The probability of this is $p(x_s)\,v\,dt$. Averaging over the outward velocities and dividing by $dt$ gives the rate

$$k=p(x_s)\int_0^\infty v f(v)\,dv .$$

Since $\int_0^\infty v\,e^{-mv^2/2k_BT}dv=k_BT/m$, the velocity integral is

$$\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}=\sqrt{\frac{k_BT}{2\pi m}} ,$$

and therefore

$$k=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-E/k_BT}}{Z}. \tag{1}$$

The saddle enters through its height $E$ alone. The curvature of the barrier top does not appear, and this is a consequence of the third assumption. If friction with the substrate sends some atoms back across the saddle, fewer return from a sharp barrier than from a flat one, and the shape of the top matters again. The prefactor depends on the temperature, the mass and the site that the atom leaves.

**The Arrhenius form**

If the site is deep compared with $k_BT$, the atom spends most of its time near the bottom, where $V\approx\tfrac12 m\omega^2x^2$. The integral is then a Gaussian one, and its limits may be moved to infinity:

$$Z\approx\int_{-\infty}^{\infty}e^{-m\omega^2x^2/2k_BT}dx=\sqrt{\frac{2\pi k_BT}{m\omega^2}} .$$

Inserting this in (1) gives

$$k\approx\sqrt{\frac{k_BT}{2\pi m}}\sqrt{\frac{m\omega^2}{2\pi k_BT}}\;e^{-E/k_BT}=\nu\,e^{-E/k_BT},\qquad \nu=\frac{\omega}{2\pi}. \tag{2}$$

So the attempt frequency $\nu$ is the vibration frequency of the atom in its site.

**The ratio**

Suppose that the last site before the step binds the atom as strongly as any terrace site and has the same vibration frequency. A jump on the terrace has $E=E_t$, and a jump down the step has $E=E_t+E_S$. Then

$$\frac{k_{\text{down}}}{k_{\text{terrace}}}=\frac{\nu\,e^{-(E_t+E_S)/k_BT}}{\nu\,e^{-E_t/k_BT}}=e^{-E_S/k_BT}. \tag{3}$$

At 300 K, $k_BT=8.6173\times10^{-5}\ \text{eV/K}\times300\ \text{K}=0.02585$ eV, so

$$\frac{E_S}{k_BT}=\frac{0.10}{0.02585}=3.868,\qquad \frac{k_{\text{down}}}{k_{\text{terrace}}}=e^{-3.868}=0.0209 .$$

This is the required 2 percent. Turned round, the formula says that a ratio of 1/50 needs $E_S=k_BT\ln 50=0.101$ eV.

There is a second way to reach (3), which needs no parabolic site. Compare the two exits of the edge site itself: down the step, or back onto the terrace. Both rates follow from (1) with the same $Z$ and the same velocity factor, so these cancel whatever the shape of the site.

This also shows what happens if the edge site binds the atom more strongly, by an energy $\delta$, while both saddles stay where they are. Each exit barrier grows by $\delta$, and both rates fall by the same factor. The ratio of the two exits is still $e^{-E_S/k_BT}$, with $E_S$ the height difference of the two saddles. The ratio to a jump from an ordinary terrace site, however, acquires the extra factor $e^{-\delta/k_BT}$, apart from any change in the shape of the site, which includes a change in $\nu$.

**The rates themselves**

For absolute numbers, take a simple potential for the terrace, with site spacing $a=0.29$ nm:

$$V(x)=E_t\sin^2\frac{\pi x}{a}.$$

Near the bottom $\sin^2(\pi x/a)\approx\pi^2x^2/a^2$. Setting $\tfrac12m\omega^2=E_t\pi^2/a^2$ gives

$$\omega=\frac{\pi}{a}\sqrt{\frac{2E_t}{m}},\qquad \nu=\frac{\omega}{2\pi}=\frac1a\sqrt{\frac{E_t}{2m}} .$$

With $E_t=0.12$ eV and the mass of silver, 107.87 u, this is $\nu=8.0\times10^{11}\ \text{s}^{-1}$. Equation (2) then gives

$$k_{\text{terrace}}=8.0\times10^{11}\,e^{-0.12/0.02585}\ \text{s}^{-1}=7.7\times10^{9}\ \text{s}^{-1},$$

$$k_{\text{down}}=8.0\times10^{11}\,e^{-0.22/0.02585}\ \text{s}^{-1}=1.6\times10^{8}\ \text{s}^{-1}.$$

Your $2\times10^{-4}$ is the second exponential. It is a correct number, but it answers a different question.

These rates use the parabolic approximation, whose error can be estimated. Write $y=\pi x/a$. The next term in $\sin^2y\approx y^2-y^4/3$ lowers the potential and so increases $Z$. To first order,

$$\frac{Z}{Z_{\text{parabola}}}\approx1+\frac{E_t}{3k_BT}\langle y^4\rangle .$$

For the Gaussian weight $e^{-E_ty^2/k_BT}$ the variance is $\langle y^2\rangle=k_BT/2E_t$, and $\langle y^4\rangle=3\langle y^2\rangle^2$. Hence

$$\frac{Z}{Z_{\text{parabola}}}\approx1+\frac{E_t}{k_BT}\left(\frac{k_BT}{2E_t}\right)^2=1+\frac{k_BT}{4E_t}.$$

The true rate in this model should therefore lie below the Arrhenius value by about $0.02585/0.48$, or 5 percent, at 300 K. A numerical count of the thermal atoms that cross the saddle within 1 fs gives $7.1\times10^9\ \text{s}^{-1}$, which is 7 percent below the Arrhenius value. The site is not very deep at 300 K, so higher terms contribute too. At 60 K the difference is 1.1 percent, as the first-order estimate predicts.

The same count can test the ratio. For the edge site, I add $E_S\sin^8(\pi x/a)$ on the outer half. This raises the outer saddle to $E_t+E_S$ but leaves the curvature at the bottom unchanged. At 200, 300, 400 and 600 K, the counted ratio of the two exits agrees with $e^{-E_S/k_BT}$ to within 0.1 percent of its value. This count evaluates the same equilibrium flux as (1), so it checks the algebra but not the assumption that no atom turns back. In the opposite limit of strong friction (Kramers' theory), each rate is proportional to the square root of the curvature at its saddle. Here the curvatures are proportional to $E_t+4E_S=0.52$ eV and $E_t=0.12$ eV. With the outer barrier continued symmetrically beyond its top, the ratio is then multiplied by about $\sqrt{0.52/0.12}=2.08$ and becomes about 4.4 percent at 300 K.

Descent from the edge site compared with a hop from an ordinary terrace site gives 2.13 percent at 300 K instead of 2.09. The added term raises the energy in part of the edge site, so $Z$ is slightly smaller there and, by (1), the exit rate slightly larger.

**Several directions**

The 2 percent compares one jump in one direction with another. If you add up directions, the number changes. On a triangular lattice of sites an atom has six neighbours. At a straight close-packed edge, two of them lie on the lower side. If both downward jumps have the same barrier, the total descent rate is $2k_{\text{down}}$, while an atom in the middle of the terrace leaves its site at the total rate $6k_{\text{terrace}}$. Then

$$\frac{2k_{\text{down}}}{6k_{\text{terrace}}}=\frac{2.09\ \%}{3}=0.70\ \% .$$

Both numbers are correct for their own definitions. The exercise means the single-jump ratio.

**What the 2 percent does not say**

It does not say that 2 percent of the atoms get down. Let $r=k_{\text{down}}/k_{\text{terrace}}$. In the row model, an atom at the edge either descends or jumps back, so it descends on a given visit with probability

$$P=\frac{k_{\text{down}}}{k_{\text{down}}+k_{\text{terrace}}}=\frac{r}{1+r}.$$

If it jumps back, it may return and try again. Suppose that it always returns, and is not captured by another adatom in the meantime. The mean number of visits up to and including the successful one is $1/P$, so the mean number of failed visits is

$$\frac1P-1=\frac{1+r}{r}-1=\frac1r=47.9 .$$

The atom is turned back about 48 times on average before it descends. Without the extra barrier $r=1$, and it would be turned back once on average. The barrier thus keeps atoms on the upper terrace for longer. For a given deposition rate and terrace size, this gives them more time to meet one another there and start a new layer.

**Temperature and the size of the barrier**

The ratio tends to 1 when $E_S\ll k_BT$ and to 0 when $E_S\gg k_BT$. With $E_S=0.10$ eV held fixed, it is 0.30 percent at 200 K, 5.5 percent at 400 K and 14 percent at 600 K. The last value needs care. At 600 K the terrace barrier is little more than twice $k_BT$, so an atom may run over several sites before it settles, and the picture of separate single jumps becomes poor. If the friction with the substrate is weak, such long jumps occur at 300 K as well.

The exponential also magnifies any uncertainty in the barrier. At 300 K, $E_S=0.07$ eV gives 6.7 percent and $E_S=0.13$ eV gives 0.65 percent. A change of 0.03 eV therefore alters the ratio by a factor of about three, so "about 2 percent" is as precise as the statement deserves to be.

**How this compares with real silver**

For silver on Ag(111), both the terrace barrier and the additional edge barrier are roughly 0.1 eV, so the values used here are in the right range. The row of sites is a simplification: on the real surface an atom moves between two kinds of hollow site, and the potential along its path is not a simple $\sin^2$. Neighbouring hollows are $a/\sqrt3=0.17$ nm apart, and for that spacing the formula above gives $\nu=1.4\times10^{12}\ \text{s}^{-1}$, so the absolute rates are order-of-magnitude values only. Each hollow has three neighbouring hollows, so the count of two directions out of six belongs to the simple triangular lattice, not to the elementary hops on Ag(111).

The assumption of equal prefactors is also open to doubt. A real atom also vibrates sideways and vertically, and these vibrations can differ between the two saddles. Atoms may also turn back after crossing, or run on over several sites. I have not calculated these effects for silver. As an illustration, a descent prefactor three times smaller or larger would give 0.70 or 6.3 percent. At 300 K this has the same effect as changing $E_S$ by $k_BT\ln3=0.028$ eV.

The atom may also descend at a kink, or by pushing an edge atom outwards and taking its place. Each such path has its own barrier, and (3) then applies to each path separately, with its own $E_S$ and again for equal prefactors.

Tunnelling, by contrast, is negligible here. I approximated each barrier top by an inverted parabola and averaged its quantum transmission over the thermal energies at 300 K. For the model potentials above, this raises the terrace rate by 0.07 percent and the descent rate by 0.3 percent, each relative to its classical value. Quantising the vibration in the site adds a further 0.07 percent to both rates, which cancels in their ratio. Silver is too heavy, and 300 K too warm, for this to affect the answer.

The full set of values is in the numerical output below.

## Computed values

```
terrace barrier E_t: 0.12 eV
additional edge barrier E_S: 0.10 eV
total barrier at edge: 0.22 eV
site spacing: 0.29 nm
adatom mass: 107.87 u
temperature: 300 K
Boltzmann constant: 8.6173e-05 eV/K
kB T: 0.02585 eV
E_S/(kB T): 3.868
descent/terrace ratio: 0.0209 = 2.09 %
terrace jumps per descent jump: 47.9
E_S for exactly 2 %: 0.1011 eV
attempt frequency: 7.988e+11 1/s
terrace rate, one direction (Arrhenius): 7.701e+09 1/s
descent rate, one direction (Arrhenius): 1.609e+08 1/s
terrace rate, counted crossings: 7.147e+09 1/s
descent rate, counted crossings: 1.523e+08 1/s
counted ratio, edge site/terrace site: 2.13 %
Arrhenius error in terrace rate, 300 K: 7.2 %
Arrhenius error in terrace rate, 60 K: 1.1 %
Arrhenius error in terrace rate, 30 K: 0.5 %
downward directions: 2 of 6
total descent/total terrace rate: 0.70 %
ratio at 200 K: 0.30 %
ratio at 400 K: 5.50 %
ratio at 600 K: 14.46 %
ratio at 300 K for E_S = 0.07 eV: 6.67 %
ratio at 300 K for E_S = 0.13 eV: 0.65 %
ratio if edge prefactor is 3 times smaller: 0.70 %
ratio if edge prefactor is 3 times larger: 6.27 %
barrier change equal to a factor 3: 0.0284 eV
tunnelling gain, terrace jump: 0.068 %
tunnelling gain, descent jump: 0.295 %
```
